# What splits longitudinal and transverse optical phonons in a polar cubic crystal: a program that tests the result

```python
"""
Result under test: in a cubic crystal with two atoms per cell, for wavenumbers
omega/c << q << 2 pi/a,
    omega_LO^2 - omega_TO^2 = Z^2 e^2 / (eps0 eps_inf mu v),
and the cause is the macroscopic electric field, not the short-range springs.
Z: Born charge, mu: reduced mass, v: cell volume, eps_inf: electronic
dielectric constant, LO/TO: longitudinal/transverse optical mode.
The independent road is a lattice of charged, polarizable ions whose dipole
forces are summed by the Ewald method and whose modes are diagonalized.
Lengths in nm, stiffness in N/m, charges in e, polarizability volume in nm^3.
LiH inputs are rough typical values.
"""
import itertools
import numpy as np
from scipy import constants as sc
from scipy.special import erfc

MEV = 1e-3 * sc.e
COULOMB = sc.e**2 / (4 * np.pi * sc.epsilon_0) * 1e27      # N/m * nm^3

# ---------- rough inputs for LiH, and the model parameters they fix ----------
a = 0.408
mass_li, mass_h = 6.94 * sc.atomic_mass, 1.008 * sc.atomic_mass
born_in, eps_in, to_in = 1.0, 3.6, 73.0
volume = a**3 / 4
mu = mass_li * mass_h / (mass_li + mass_h)
bare = 3 * born_in / (eps_in + 2)
alpha = 3 * volume / (4 * np.pi) * (eps_in - 1) / (eps_in + 2)
kappa = mu * (to_in * MEV / sc.hbar)**2
local_part = 4 * np.pi * COULOMB * bare * born_in / (3 * volume)
k_spring = kappa + local_part
radial = k_spring / (2 + 4 * (-0.08))                     # six bonds per ion
tangential = -0.08 * radial

# ---------- lattice sums ----------
ints = np.array(list(itertools.product(range(-8, 9), repeat=3)))
fcc = ints[ints.sum(axis=1) % 2 == 0] * a / 2
ints = np.array(list(itertools.product(range(-5, 6), repeat=3)))
same_parity = np.all(ints % 2 == ints[:, :1] % 2, axis=1)
recip = ints[same_parity] * 2 * np.pi / a
ETA = 2.5 / a


def dipole_tensor(q, tau, macroscopic=True):
    """Field at a site per unit dipole wave on the sublattice shifted by tau."""
    G = recip if macroscopic else recip[np.any(recip != 0, axis=1)]
    k = G + q
    k2 = np.sum(k * k, axis=1)
    weight = np.exp(-k2 / (4 * ETA**2)) / k2 * np.cos(G @ tau)
    T = -4 * np.pi / volume * np.einsum('n,ni,nj->ij', weight, k, k)
    r = fcc + tau
    d = np.linalg.norm(r, axis=1)
    r, d = r[d > 1e-9], d[d > 1e-9]
    gauss = 2 * ETA / np.sqrt(np.pi) * np.exp(-(ETA * d)**2)
    B = erfc(ETA * d) / d**3 + gauss / d**2
    C = 3 * erfc(ETA * d) / d**5 + gauss * (2 * ETA**2 + 3 / d**2) / d**2
    phase = np.cos(r @ q)
    T = T + np.einsum('n,ni,nj->ij', C * phase, r, r) - np.eye(3) * np.sum(B * phase)
    if np.allclose(tau, 0):
        T = T + np.eye(3) * 4 * ETA**3 / (3 * np.sqrt(np.pi))
    return T


def spring_matrix(bonds, q, k_rad, k_tan):
    """Nearest-neighbour springs between sublattices 1 and 2."""
    site, cross = np.zeros((3, 3)), np.zeros((3, 3), complex)
    for b in bonds:
        n = b / np.linalg.norm(b)
        K = k_tan * np.eye(3) + (k_rad - k_tan) * np.outer(n, n)
        site = site + K
        cross = cross - K * np.exp(1j * (q @ b))
    return np.block([[site, cross], [cross.conj().T, site]])


def normal_modes(K, m1, m2):
    root = np.sqrt(np.repeat([m1, m2], 3))
    return np.linalg.eigh(K / np.outer(root, root))


def energy(w2):
    return sc.hbar * np.sqrt(w2) / MEV


rock_bonds = np.vstack([np.eye(3), -np.eye(3)]) * a / 2
Q = np.diag([bare] * 3 + [-bare] * 3)
POL = np.diag([0.0] * 3 + [alpha] * 3)


def full_tensor(q, macroscopic=True):
    Ts = dipole_tensor(q, np.zeros(3), macroscopic)
    Tc = dipole_tensor(q, np.array([a / 2, 0, 0]), macroscopic)
    return np.block([[Ts, Tc], [Tc, Ts]])


def stiffness(q, scale=1.0, macroscopic=True):
    T = full_tensor(q, macroscopic)
    field = np.linalg.solve(np.eye(6) - T @ POL, T @ Q)
    K = spring_matrix(rock_bonds, q, scale * radial, scale * tangential)
    return K - COULOMB * Q @ field


# ---------- springs alone never split the modes as q -> 0 ----------
direction = np.array([0.3, 0.5, 0.8])
direction = direction / np.linalg.norm(direction)
a_ge, mass_ge = 0.566, 72.63 * sc.atomic_mass
ge_rad, ge_tan = 120.0, 10.0
ge_bonds = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]]) * a_ge / 4
q_wave = 0.2


def spring_only(bonds, q, kr, kt, m1, m2):
    return normal_modes(spring_matrix(bonds, q * direction, kr, kt), m1, m2)[0][3:]


spring_cases = {'LiH': (rock_bonds, radial, tangential, mass_li, mass_h),
                'Ge': (ge_bonds, ge_rad, ge_tan, mass_ge, mass_ge)}
spring_result = {}
for name, (bonds, kr, kt, m1, m2) in spring_cases.items():
    w_full = spring_only(bonds, q_wave, kr, kt, m1, m2)
    w_half = spring_only(bonds, q_wave / 2, kr, kt, m1, m2)
    ratio = (w_full[2] - w_full[0]) / (w_half[2] - w_half[0])
    assert abs(ratio - 4) < 0.05
    spring_result[name] = (energy(w_full[0]), energy(w_full[2]) - energy(w_full[0]), ratio)

# ---------- responses of the ion model, taken from their definitions ----------
q_small = 0.002
qx = np.array([q_small, 0, 0])
T = full_tensor(qx)
inverse = np.linalg.inv(np.eye(6) - T @ POL)


def cell_dipole(u, external):
    local = inverse @ (T @ Q @ u + external)
    total = Q @ u + POL @ local
    return total[:3] + total[3:]


none = np.zeros(6)
born = cell_dipole(np.array([0, 1.0, 0, 0, 0, 0]), none)[1]
outer = np.array([1.0, 0, 0, 1.0, 0, 0])
eps_inf = 1 / (1 - 4 * np.pi * cell_dipole(none, outer)[0] / volume)
u_static = np.linalg.solve(stiffness(qx), COULOMB * Q @ inverse @ outer).real
eps_static = 1 / (1 - 4 * np.pi * cell_dipole(u_static, outer)[0] / volume)
assert abs(born - bare * (eps_in + 2) / 3) < 1e-4
assert abs(eps_inf - eps_in) < 1e-3

# ---------- splitting from diagonalization against the formula ----------
field_stiffness = born**2 * sc.e**2 / (sc.epsilon_0 * eps_inf * volume * 1e-27)
split_formula = field_stiffness / mu
for v in ([1, 0, 0], [1, 1, 1], direction):
    n = np.array(v, float) / np.linalg.norm(v)
    w2, vec = normal_modes(stiffness(q_small * n), mass_li, mass_h)
    assert np.all(np.abs(w2[:3]) < 1e-4 * w2[3])
    assert abs(w2[4] / w2[3] - 1) < 1e-4
    assert abs((w2[5] - w2[3]) / split_formula - 1) < 1e-4
    assert abs(energy(w2[3]) / to_in - 1) < 1e-4
    part = vec[:3, 5]
    assert abs(part @ n) / np.linalg.norm(part) > 0.9999
to_e, lo_e = energy(w2[3]), energy(w2[5])
assert abs(eps_static / eps_inf / (w2[5] / w2[3]) - 1) < 1e-3
eps_static_formula = eps_inf + born**2 * sc.e**2 / (sc.epsilon_0 * volume * 1e-27 * kappa)
assert abs(eps_static / eps_static_formula - 1) < 1e-3

# remove only the macroscopic field: all three modes fall together at TO
w2_off = normal_modes(stiffness(q_small * direction, macroscopic=False), mass_li, mass_h)[0]
assert np.all(np.abs(w2_off[3:] / w2[3] - 1) < 1e-4)

# field of the longitudinal wave for 1 pm of relative displacement
w_pm = 1e-3
surface_charge = sc.e * 1e18
dip = cell_dipole(np.array([w_pm, 0, 0, 0, 0, 0]), none)[0]
field_micro = -surface_charge * dip / volume / sc.epsilon_0 / 1e8
field_formula = -surface_charge * born * w_pm / (sc.epsilon_0 * eps_inf * volume) / 1e8
assert abs(field_micro / field_formula - 1) < 1e-3

# ---------- dipole forces cut off at a finite radius ----------
R = 48                                                     # in units of a/2
axis = np.arange(-R, R + 1)
X, Y, Zc = np.meshgrid(axis, axis, axis, indexing='ij')
r2 = X**2 + Y**2 + Zc**2
keep = ((X + Y + Zc) % 2 == 0) & (r2 > 0) & (r2 <= R * R)
X, Y, r2 = X[keep].astype(float), Y[keep].astype(float), r2[keep].astype(float)
cut_rows = []
for x in (0.5, 1.0, 3.0, 6.0):
    anisotropy = np.sum(3 * (X**2 - Y**2) / r2**2.5 * np.cos(x / R * X))
    summed = -anisotropy / (4 * np.pi * 0.5)               # half a site per unit cube
    law = 1 - 3 * (np.sin(x) - x * np.cos(x)) / x**3
    assert abs(summed - law) < 0.015
    cut_rows.append((x, summed, law))

# ---------- the chosen wave, and the sizes of neglected effects ----------
w2_wave = normal_modes(stiffness(q_wave * direction), mass_li, mass_h)[0]


def polariton(q):
    """Transverse branches with retardation, in meV; q in 1/nm."""
    light2 = (sc.hbar * sc.c * q * 1e9 / MEV)**2
    b = eps_inf * lo_e**2 + light2
    upper2 = (b + np.sqrt(b * b - 4 * eps_inf * light2 * to_e**2)) / (2 * eps_inf)
    return np.sqrt(light2 * to_e**2 / (eps_inf * upper2)), np.sqrt(upper2)


# independent check: time evolution matrix for (w, dw/dt, D, B)
s = np.sqrt(eps_inf * (lo_e**2 - to_e**2))
for q in (2e-4, 5e-4, 2e-3):
    cq = sc.hbar * sc.c * q * 1e9 / MEV
    M = np.array([[0, 1, 0, 0],
                  [-to_e**2 - s * s / eps_inf, 0, s / eps_inf, 0],
                  [0, 0, 0, -1j * cq],
                  [1j * cq * s / eps_inf, 0, -1j * cq / eps_inf, 0]])
    found = np.sort(np.abs(np.linalg.eigvals(M).imag))[[0, 2]]
    assert np.allclose(found, polariton(q), rtol=1e-6)
q_light = to_e * MEV / (sc.hbar * sc.c) * 1e-9
upper_zero = polariton(1e-8)[1]
assert abs(upper_zero / lo_e - 1) < 1e-6
retard_shift = to_e - polariton(q_wave)[0]

temperature, rho = 300.0, 0.035
omega_to = to_e * MEV / sc.hbar
sigma = 1e9 * np.sqrt(sc.hbar / (2 * mu * omega_to)
                      / np.tanh(to_e * MEV / (2 * sc.k * temperature)))
stiffer = np.exp(sigma**2 / (2 * rho**2))
nodes, weights = np.polynomial.hermite_e.hermegauss(40)
average = np.sum(weights * np.exp(-sigma * nodes / rho)) / np.sum(weights)
assert abs(average / stiffer - 1) < 1e-10
w2_stiff = normal_modes(stiffness(q_small * direction, scale=stiffer), mass_li, mass_h)[0]
assert abs((w2_stiff[5] - w2_stiff[3]) / (w2[5] - w2[3]) - 1) < 1e-4
assert w2_stiff[3] > 1.05 * w2[3]

# ---------- output ----------
print(f"LiH rough inputs: a = {a} nm, Z = {born_in}, eps_inf = {eps_in}, TO = {to_in} meV")
print(f"masses Li, H = {mass_li/sc.atomic_mass:.3f}, {mass_h/sc.atomic_mass:.3f} u")
print(f"reduced mass = {mu/sc.atomic_mass:.4f} u = {mu:.4e} kg")
print(f"cell volume = {volume:.5f} nm^3")
print(f"model bare charge = {bare:.4f} e")
print(f"model polarizability volume = {alpha:.6f} nm^3")
print(f"spring stiffness k = {k_spring:.2f} N/m")
print(f"local-field softening, same for all modes = {local_part:.2f} N/m")
print(f"stiffness at zero macroscopic field kappa = {kappa:.2f} N/m")
print(f"radial, tangential bond springs = {radial:.2f}, {tangential:.2f} N/m")
print(f"Born charge from ion model = {born:.4f} e")
print(f"eps_inf from ion model = {eps_inf:.4f}")
print(f"stiffness added by macroscopic field = {field_stiffness:.2f} N/m")
print(f"sqrt(LO^2 - TO^2), formula = {energy(split_formula):.2f} meV")
print(f"sqrt(LO^2 - TO^2), diagonalized = {energy(w2[5]-w2[3]):.2f} meV")
print(f"TO, LO for q -> 0 without retardation = {to_e:.2f}, {lo_e:.2f} meV")
print(f"LO - TO = {lo_e-to_e:.2f} meV; LO/TO = {lo_e/to_e:.4f}")
print("three optical modes, macroscopic field removed = "
      + ", ".join(f"{energy(x):.2f}" for x in w2_off[3:]) + " meV")
print(f"static dielectric constant from ion model = {eps_static:.3f}")
print(f"eps_inf (LO/TO)^2 = {eps_inf*(lo_e/to_e)**2:.3f}")
print(f"LO field for 1 pm displacement = {field_micro:.3f} MV/cm")
for name, (e0, spread, ratio) in spring_result.items():
    print(f"{name} springs only, q = {q_wave} 1/nm: lowest optical = {e0:.2f} meV")
    print(f"   spread = {spread:.5f} meV; squared-frequency spread ratio q : q/2 = {ratio:.3f}")
print(f"Ge control inputs: a = {a_ge} nm, springs = {ge_rad}, {ge_tan} N/m")
for x, summed, law in cut_rows:
    print(f"cutoff qR = {x}: fraction summed = {summed:.4f}, law = {law:.4f}")
print(f"chosen wave q = {q_wave} 1/nm, wavelength = {2*np.pi/q_wave:.1f} nm")
print(f"q / (2 pi/a) = {q_wave*a/(2*np.pi):.4f}")
print("optical modes at this q = "
      + ", ".join(f"{energy(x):.3f}" for x in w2_wave[3:]) + " meV")
print(f"light wavenumber omega_TO/c = {q_light:.3e} 1/nm")
print(f"retardation lowers TO at chosen q by {retard_shift:.2e} meV")
print(f"upper transverse branch at q -> 0 with retardation = {upper_zero:.2f} meV")
print(f"temperature = {temperature:.0f} K, repulsion range (rough) = {rho} nm")
print(f"rms relative displacement, one oscillator = {sigma:.4f} nm")
print(f"   as fraction of Li-H distance {a/2:.3f} nm = {sigma/(a/2):.3f}")
print(f"anharmonic spring stiffening factor = {stiffer:.3f}")
print(f"TO, LO with stiffened springs = {energy(w2_stiff[3]):.2f}, {energy(w2_stiff[5]):.2f} meV")
print(f"   their sqrt(LO^2 - TO^2) = {energy(w2_stiff[5]-w2_stiff[3]):.2f} meV")
print("success")
```

Running it gives:

```
LiH rough inputs: a = 0.408 nm, Z = 1.0, eps_inf = 3.6, TO = 73.0 meV
masses Li, H = 6.940, 1.008 u
reduced mass = 0.8802 u = 1.4615e-27 kg
cell volume = 0.01698 nm^3
model bare charge = 0.5357 e
model polarizability volume = 0.001882 nm^3
spring stiffness k = 48.47 N/m
local-field softening, same for all modes = 30.49 N/m
stiffness at zero macroscopic field kappa = 17.98 N/m
radial, tangential bond springs = 28.85, -2.31 N/m
Born charge from ion model = 1.0000 e
eps_inf from ion model = 3.6000
stiffness added by macroscopic field = 47.43 N/m
sqrt(LO^2 - TO^2), formula = 118.57 meV
sqrt(LO^2 - TO^2), diagonalized = 118.57 meV
TO, LO for q -> 0 without retardation = 73.00, 139.24 meV
LO - TO = 66.24 meV; LO/TO = 1.9074
three optical modes, macroscopic field removed = 73.00, 73.00, 73.00 meV
static dielectric constant from ion model = 13.098
eps_inf (LO/TO)^2 = 13.098
LO field for 1 pm displacement = -2.960 MV/cm
LiH springs only, q = 0.2 1/nm: lowest optical = 119.86 meV
   spread = 0.00797 meV; squared-frequency spread ratio q : q/2 = 3.999
Ge springs only, q = 0.2 1/nm: lowest optical = 36.62 meV
   spread = 0.00339 meV; squared-frequency spread ratio q : q/2 = 4.000
Ge control inputs: a = 0.566 nm, springs = 120.0, 10.0 N/m
cutoff qR = 0.5: fraction summed = 0.0247, law = 0.0248
cutoff qR = 1.0: fraction summed = 0.0964, law = 0.0965
cutoff qR = 3.0: fraction summed = 0.6535, law = 0.6543
cutoff qR = 6.0: fraction summed = 1.0821, law = 1.0839
chosen wave q = 0.2 1/nm, wavelength = 31.4 nm
q / (2 pi/a) = 0.0130
optical modes at this q = 73.004, 73.012, 139.236 meV
light wavenumber omega_TO/c = 3.699e-04 1/nm
retardation lowers TO at chosen q by 1.19e-03 meV
upper transverse branch at q -> 0 with retardation = 139.24 meV
temperature = 300 K, repulsion range (rough) = 0.035 nm
rms relative displacement, one oscillator = 0.0191 nm
   as fraction of Li-H distance 0.204 nm = 0.094
anharmonic spring stiffening factor = 1.161
TO, LO with stiffened springs = 87.44, 147.33 meV
   their sqrt(LO^2 - TO^2) = 118.57 meV
success
```
